# Counting plane waves in a silicon cell at 300 eV: verification in Python

```python
"""
Result under test: the number of plane waves with |k+G|^2/2 <= E_cut,
averaged over the Brillouin zone, is V*k_max^3/(6*pi^2), k_max=sqrt(2*E_cut).
For V = 40 cubic angstrom and E_cut = 300 eV this is approximately 470.
V: primitive-cell volume; G: reciprocal-lattice vector; k: wave vector.
Hartree atomic units are used internally. Spin is not counted.
The explicit lattice counts do not use the sphere-volume formula.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10

FCC = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], dtype=float) / 2
CUBIC = np.eye(3)


def cell_with_volume(shape, volume):
    """Rows are direct lattice vectors, scaled to the requested volume."""
    return shape * (volume / abs(np.linalg.det(shape))) ** (1 / 3)


def integer_box(cell, cutoff):
    """Integer triples that include every G needed for fractions in [0,1)."""
    longest = np.linalg.norm(cell, axis=1).max()
    m = int(np.ceil(longest * np.sqrt(2 * cutoff) / (2 * np.pi))) + 1
    axis = np.arange(-m, m + 1)
    return np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T


def kinetic_energies(cell, triples, fraction):
    reciprocal = 2 * np.pi * np.linalg.inv(cell).T
    q = (triples + np.asarray(fraction)) @ reciprocal
    return 0.5 * np.sum(q * q, axis=1)


def count_at(cell, cutoff, fraction):
    triples = integer_box(cell, cutoff)
    return int(np.sum(kinetic_energies(cell, triples, fraction) <= cutoff))


def counts_on_mesh(cell, cutoff, n):
    """Explicit counts on a uniform n*n*n mesh with a generic shift."""
    triples = integer_box(cell, cutoff)
    shift = np.array([0.137, 0.291, 0.418])
    return np.array([
        np.sum(kinetic_energies(cell, triples, (np.array(i) + shift) / n)
               <= cutoff)
        for i in itertools.product(range(n), repeat=3)])


def sphere_formula(volume, cutoff):
    return volume * np.sqrt(2 * cutoff) ** 3 / (6 * np.pi ** 2)


volume_A3, cutoff_eV = 40.0, 300.0
volume = volume_A3 / BOHR_ANGSTROM ** 3
cutoff = cutoff_eV / HARTREE_EV
k_max = np.sqrt(2 * cutoff)
edge = (4 * volume) ** (1 / 3)
omega = (2 * np.pi) ** 3 / volume
sphere = 4 * np.pi * k_max ** 3 / 3
predicted = sphere_formula(volume, cutoff)
cell = cell_with_volume(FCC, volume)

# The reciprocal cell volume is checked from the reciprocal vectors.
reciprocal = 2 * np.pi * np.linalg.inv(cell).T
assert np.isclose(abs(np.linalg.det(reciprocal)), omega, rtol=1e-10)

# Zone average from explicit counting. The tolerance covers the finite mesh.
mesh_n = 16
counts = counts_on_mesh(cell, cutoff, mesh_n)
mean_count = counts.mean()
assert abs(mean_count / predicted - 1) < 2e-3
assert abs(mean_count - 470) < 5

# Typical k points lie close to the mean.
spread = counts.std()
share = np.mean(np.abs(counts / predicted - 1) <= 0.05)
assert spread / predicted < 0.03
assert share > 0.95

# Gamma count by a separate road: cubic indices all even or all odd.
gamma = count_at(cell, cutoff, (0, 0, 0))
x_point = count_at(cell, cutoff, (0, 0.5, 0.5))
l_point = count_at(cell, cutoff, (0.5, 0.5, 0.5))
unit = 2 * np.pi / edge
squares = np.array([h*h + k*k + l*l
                    for h, k, l in itertools.product(range(-12, 13), repeat=3)
                    if h % 2 == k % 2 == l % 2])
assert gamma == np.sum(0.5 * unit ** 2 * squares <= cutoff)

# The next Gamma shell is found from the primitive-cell enumeration.
energies = kinetic_energies(cell, integer_box(cell, cutoff), (0, 0, 0))
next_shell = energies[energies > cutoff].min()
shell_size = int(np.sum(np.isclose(energies, next_shell, rtol=1e-9)))
assert np.isclose(next_shell, 0.5 * unit ** 2 * 59, rtol=1e-9)
assert shell_size == np.sum(squares == 59)
raised_cutoff = next_shell * (1 + 1e-6)
gamma_raised = count_at(cell, raised_cutoff, (0, 0, 0))
mean_raised = counts_on_mesh(cell, raised_cutoff, mesh_n).mean()
assert abs(mean_raised / sphere_formula(volume, raised_cutoff) - 1) < 2e-3
assert gamma_raised - gamma > 5 * abs(mean_raised - mean_count)

# Cell-shape independence and the two scaling laws, by explicit counts.
mean_cubic = counts_on_mesh(cell_with_volume(CUBIC, volume), cutoff, 12).mean()
mean_2E = counts_on_mesh(cell, 2 * cutoff, 12).mean()
mean_2V = counts_on_mesh(cell_with_volume(FCC, 2 * volume), cutoff, 12).mean()
assert abs(mean_cubic / mean_count - 1) < 4e-3
assert abs(mean_2E / mean_count / 2 ** 1.5 - 1) < 4e-3
assert abs(mean_2V / mean_count / 2 - 1) < 4e-3

print(f"Input cell volume: {volume_A3:.1f} angstrom^3")
print(f"Input cutoff: {cutoff_eV:.1f} eV")
print(f"Cell volume: {volume:.3f} bohr^3")
print(f"Cutoff: {cutoff:.5f} hartree")
print(f"Cube edge a: {edge:.4f} bohr")
print(f"Cutoff radius k_max: {k_max:.5f} bohr^-1")
print(f"Reciprocal cell volume: {omega:.6f} bohr^-3")
print(f"Cutoff sphere volume: {sphere:.3f} bohr^-3")
print(f"Sphere formula: {predicted:.2f} plane waves")
print(f"k points in mesh: {len(counts)} (count)")
print(f"Explicit mesh mean: {mean_count:.2f} plane waves")
print(f"Standard deviation over mesh: {spread:.2f} plane waves")
print(f"Smallest count on mesh: {counts.min()} plane waves")
print(f"Largest count on mesh: {counts.max()} plane waves")
print(f"k points within 5 percent of formula: {100*share:.1f} percent")
print(f"Count at Gamma: {gamma} plane waves")
print(f"Count at X: {x_point} plane waves")
print(f"Count at L: {l_point} plane waves")
print(f"Next Gamma shell energy: {next_shell*HARTREE_EV:.2f} eV")
print(f"Next Gamma shell size: {shell_size} plane waves")
print(f"Gamma count just above that shell: {gamma_raised} plane waves")
print(f"Mesh mean just above that shell: {mean_raised:.2f} plane waves")
print(f"Mean, simple cubic cell of same volume: {mean_cubic:.2f} plane waves")
print(f"Mean at doubled cutoff: {mean_2E:.2f} plane waves")
print(f"Ratio for doubled cutoff: {mean_2E/mean_count:.4f} (no unit)")
print(f"Mean at doubled volume: {mean_2V:.2f} plane waves")
print(f"Ratio for doubled volume: {mean_2V/mean_count:.4f} (no unit)")
print("PASS")
```

It prints:

```
Input cell volume: 40.0 angstrom^3
Input cutoff: 300.0 eV
Cell volume: 269.933 bohr^3
Cutoff: 11.02480 hartree
Cube edge a: 10.2590 bohr
Cutoff radius k_max: 4.69570 bohr^-1
Reciprocal cell volume: 0.918931 bohr^-3
Cutoff sphere volume: 433.700 bohr^-3
Sphere formula: 471.96 plane waves
k points in mesh: 4096 (count)
Explicit mesh mean: 471.97 plane waves
Standard deviation over mesh: 4.88 plane waves
Smallest count on mesh: 461 plane waves
Largest count on mesh: 495 plane waves
k points within 5 percent of formula: 100.0 percent
Count at Gamma: 459 plane waves
Count at X: 468 plane waves
Count at L: 476 plane waves
Next Gamma shell energy: 301.11 eV
Next Gamma shell size: 72 plane waves
Gamma count just above that shell: 531 plane waves
Mesh mean just above that shell: 474.55 plane waves
Mean, simple cubic cell of same volume: 471.97 plane waves
Mean at doubled cutoff: 1334.86 plane waves
Ratio for doubled cutoff: 2.8283 (no unit)
Mean at doubled volume: 943.94 plane waves
Ratio for doubled volume: 2.0000 (no unit)
PASS
```
